# Choosing End Compositions to Recover a Multicomponent Diffusivity Matrix: a program that tests the result

```python
"""
Result under test: for a constant interdiffusion matrix D, the amounts S carried
from right to left across the initial plane of an infinite diffusion couple are
    S = sqrt(t/pi) r dC,   r = principal square root of D,   dC = C_right - C_left,
so n-1 couples with independent steps (columns of dC) give
    r = sqrt(pi/t) S inv(dC),   D = r r.
Units: concentration at.%, length um, time h, D um^2/h, S at.% um.
Profiles are made by a finite-volume solution of the coupled diffusion equations,
which uses D only and never its square root.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, trapezoid, quad
from scipy.linalg import sqrtm
from scipy.ndimage import gaussian_filter1d
from scipy.special import erf, erfc

HOURS = 100.0
HALF_LENGTH = 800.0
STAGE_OFFSET = 137.0   # unknown origin of the measured position scale


def simulate(diffusivity, left, right, cell=4.0):
    """Finite-volume profile after HOURS; closed outer ends."""
    m = len(left)
    half_cells = int(round(HALF_LENGTH / cell))
    x = (np.arange(-half_cells, half_cells) + 0.5) * cell
    mean = 0.5 * (left + right)
    start = np.where(x[:, None] < 0, left - mean, right - mean)

    def rate(_, flat):
        u = flat.reshape(-1, m)
        gradient = np.diff(u, axis=0) / cell
        d_face = diffusivity(mean + 0.5 * (u[1:] + u[:-1]))
        inflow = np.matmul(d_face, gradient[:, :, None])[:, :, 0]
        out = np.zeros_like(u)
        out[:-1] += inflow / cell
        out[1:] -= inflow / cell
        return out.ravel()

    sol = solve_ivp(rate, (0.0, HOURS), start.ravel(), method="LSODA",
                    t_eval=[HOURS], rtol=1e-8, atol=1e-8,
                    lband=2 * m - 1, uband=2 * m - 1)
    assert sol.success
    return x + STAGE_OFFSET, mean + sol.y[:, -1].reshape(-1, m)


def find_plane(x, c, left, right):
    """Initial plane from the mass balance, least squares over components."""
    step = right - left
    balance = x[-1] * right - x[0] * left - trapezoid(c, x, axis=0)
    return balance @ step / (step @ step)


def half_amounts(x, c, left, right, plane):
    """Gain of the left side and loss of the right side."""
    at_plane = np.array([np.interp(plane, x, c[:, i]) for i in range(c.shape[1])])
    before = x < plane
    x_l = np.append(x[before], plane)
    c_l = np.vstack([c[before], at_plane])
    x_r = np.append(plane, x[~before])
    c_r = np.vstack([at_plane, c[~before]])
    return (trapezoid(c_l - left, x_l, axis=0),
            trapezoid(right - c_r, x_r, axis=0))


def measure(x, c, left, right):
    plane = find_plane(x, c, left, right)
    gain, loss = half_amounts(x, c, left, right, plane)
    return 0.5 * (gain + loss)


def recover(amounts, steps):
    root = np.sqrt(np.pi / HOURS) * amounts @ np.linalg.inv(steps)
    return root, root @ root


def run_set(diffusivity, mean, steps, cell=4.0):
    """Simulate all couples; return the profiles and the matrix of amounts."""
    profiles, amounts = [], []
    for step in steps.T:
        left, right = mean - step / 2, mean + step / 2
        x, c = simulate(diffusivity, left, right, cell)
        profiles.append((x, c, left, right))
        amounts.append(measure(x, c, left, right))
    return profiles, np.array(amounts).T


def show(label, matrix, unit, digits=3):
    rows = "; ".join(" ".join(f"{v:.{digits}f}" for v in row)
                     for row in np.atleast_2d(matrix))
    print(f"{label}: [{rows}] {unit}")


# ---------- stability gives real positive eigenvalues ----------
rng = np.random.default_rng(7)
for _ in range(200):
    a, b = rng.normal(size=(2, 3, 3))
    mobility = a @ a.T + 0.1 * np.eye(3)
    hessian = b @ b.T + 0.1 * np.eye(3)
    ev = np.linalg.eigvals(mobility @ hessian)
    assert np.all(ev.real > 0) and np.max(np.abs(ev.imag)) < 1e-6 * np.max(ev.real)

# ---------- ternary example with constant D ----------
D_true = np.array([[50.0, 18.0], [12.0, 30.0]])
mean = np.array([6.0, 10.0])
steps = np.array([[4.0, -2.0], [2.0, 6.0]])     # one couple per column
root_true = np.real(sqrtm(D_true))
det_root = np.sqrt(np.linalg.det(D_true))
root_hand = (D_true + det_root * np.eye(2)) / np.sqrt(np.trace(D_true) + 2 * det_root)
assert np.allclose(root_hand, root_true, atol=1e-10)

profiles, S = run_set(lambda c: D_true, mean, steps)
S_theory = np.sqrt(HOURS / np.pi) * root_true @ steps
assert np.max(np.abs(S - S_theory)) < 0.2        # grid error of order cell^2
root_rec, D_rec = recover(S, steps)
error_coarse = np.max(np.abs(D_rec - D_true))
assert error_coarse < 0.1

_, S_fine = run_set(lambda c: D_true, mean, steps, cell=2.0)
_, D_fine = recover(S_fine, steps)
error_fine = np.max(np.abs(D_fine - D_true))
assert error_fine < 0.5 * error_coarse
grid_shift = np.max(np.abs(D_fine - D_rec))

# whole profile against the matrix error function
eigenvalues, modes = np.linalg.eig(D_true)
profile_error = 0.0
for (x, c, left, right), step in zip(profiles, steps.T):
    weights = np.linalg.solve(modes, step)
    z = (x - STAGE_OFFSET)[:, None] / (2 * np.sqrt(eigenvalues * HOURS))
    formula = mean + 0.5 * (erf(z) * weights) @ modes.T
    profile_error = max(profile_error, np.max(np.abs(formula - c)))
assert profile_error < 0.005

planes = [find_plane(*p) for p in profiles]
assert np.max(np.abs(np.array(planes) - STAGE_OFFSET)) < 0.05
effective_A = np.pi / HOURS * (S[0] / steps[0]) ** 2

# ---------- four components, three couples ----------
L4 = np.array([[5, 1, 0.5], [1, 4, 0.5], [0.5, 0.5, 3]])
G4 = np.array([[10.0, 3, 2], [3, 9, 2], [2, 2, 8]])
D4 = L4 @ G4
steps4 = np.array([[4.0, 1, -2], [1, 5, 1], [-1, 2, 4]])
_, S4 = run_set(lambda c: D4, np.array([6.0, 10.0, 5.0]), steps4)
_, D4_rec = recover(S4, steps4)
error4 = np.max(np.abs(D4_rec - D4))
assert error4 < 0.15

# ---------- error in the position of the plane ----------
plane_error = 10.0
x1, c1, left1, right1 = profiles[0]
gain0, loss0 = half_amounts(x1, c1, left1, right1, planes[0])
gain1, loss1 = half_amounts(x1, c1, left1, right1, planes[0] + plane_error)
two_sided_shift = 0.5 * (gain1 + loss1 - gain0 - loss0)
one_sided_shift = loss1 - loss0
slope = np.linalg.solve(root_true, steps[:, 0]) / (2 * np.sqrt(np.pi * HOURS))
quadratic = 0.5 * slope * plane_error ** 2
assert np.allclose(two_sided_shift, quadratic, atol=0.05)
assert np.allclose(one_sided_shift, -0.5 * steps[:, 0] * plane_error + quadratic,
                   atol=0.1)

# ---------- error in an end composition ----------
end_error = 0.01
window = x1[-1] - x1[0]
end_shift = (measure(x1, c1, left1, right1 + np.array([end_error, 0.0]))
             - measure(x1, c1, left1, right1))[0]
assert abs(end_shift - window / 4 * end_error) < 0.1

# ---------- random noise of the measured points ----------
noise = 0.1
spacing = x1[1] - x1[0]
sigma_S = 0.5 * noise * np.sqrt(window * spacing)


def predicted_sigma(step_matrix):
    """Standard deviation of each entry of D for independent errors sigma_S."""
    variance = np.zeros((2, 2))
    for i in range(2):
        for k in range(2):
            unit_error = np.zeros((2, 2))
            unit_error[i, k] = sigma_S
            d_root = (np.sqrt(np.pi / HOURS) * unit_error
                      @ np.linalg.inv(step_matrix))
            variance += (root_true @ d_root + d_root @ root_true) ** 2
    return np.sqrt(variance)


trials = []
for _ in range(1500):
    noisy = [measure(x, c + noise * rng.normal(size=c.shape), left, right)
             for x, c, left, right in profiles]
    trials.append(recover(np.array(noisy).T, steps)[1])
sigma_mc = np.std(trials, axis=0)
sigma_formula = predicted_sigma(steps)
assert np.allclose(sigma_mc, sigma_formula, rtol=0.12)   # sampling error about 2 %
steps_parallel = np.array([[4.0, 4.0], [2.0, 3.0]])
sigma_parallel = predicted_sigma(steps_parallel)


# ---------- composition-dependent D ----------
def D_varying(c):
    a, b = c[..., 0] - mean[0], c[..., 1] - mean[1]
    out = np.empty(c.shape[:-1] + (2, 2))
    out[..., 0, 0] = D_true[0, 0] * (1 + 0.03 * a + 0.02 * b)
    out[..., 0, 1] = D_true[0, 1] * (1 + a / mean[0])
    out[..., 1, 0] = D_true[1, 0] * (1 + b / mean[1])
    out[..., 1, 1] = D_true[1, 1] * (1 + 0.02 * a + 0.03 * b)
    return out


_, S_var = run_set(D_varying, mean, steps)
root_var, D_var = recover(S_var, steps)
_, S_half = run_set(D_varying, mean, steps / 2)
root_half, D_half = recover(S_half, steps / 2)
order_ratio = np.linalg.norm(root_var - root_rec) / np.linalg.norm(root_half - root_rec)
assert 3.6 < order_ratio < 4.4                   # second order in the step

offset = np.array([1.0, 1.0])
small_step = steps[:, 1:] / 2
_, S_plus = run_set(D_varying, mean + offset, small_step)
_, S_minus = run_set(D_varying, mean - offset, small_step)
root_change = np.real(sqrtm(D_varying(mean + offset)) - sqrtm(D_varying(mean - offset)))
expected_change = np.sqrt(HOURS / np.pi) * root_change @ small_step
offset_mismatch = (np.linalg.norm(S_plus - S_minus - expected_change)
                   / np.linalg.norm(expected_change))
assert offset_mismatch < 0.05                    # finite step leaves a small rest
_, S_off = run_set(D_varying, mean + offset, steps[:, 1:])
_, D_off = recover(np.column_stack([S_var[:, 0], S_off[:, 0]]), steps)

# ---------- probe blur: tested with a large width, sized with a real one ----------
test_blur = 20.0
S_blur = np.array([measure(x, gaussian_filter1d(c, test_blur / spacing, axis=0,
                                               mode="nearest", truncate=6.0), lo, hi)
                   for x, c, lo, hi in profiles]).T
blur_shift = recover(S_blur, steps)[1] - D_rec
assert np.allclose(blur_shift, test_blur ** 2 / (2 * HOURS) * np.eye(2), atol=0.05)
probe_blur = 0.5
probe_shift = probe_blur ** 2 / (2 * HOURS)

# ---------- molar volume: atomic fractions used in place of concentrations ----------
volume_slope = np.array([0.0015, 0.0010])        # relative volume change per at.%


def to_fraction(c):
    return c / (1 - c @ volume_slope)[..., None]


S_frac, steps_frac = [], []
for x, c, left, right in profiles:
    lo, hi = to_fraction(left), to_fraction(right)
    S_frac.append(measure(x, to_fraction(c), lo, hi))
    steps_frac.append(hi - lo)
D_frac = recover(np.array(S_frac).T, np.array(steps_frac).T)[1]
volume_shift = np.max(np.abs(D_frac - D_rec))

# ---------- furnace and specimen ----------
T_hold, activation, ramp = 1473.0, 2.8, 600.0    # K, eV, K/h
k_eV = constants.k / constants.e


def rate_ratio(T):
    return np.exp(-activation / k_eV * (1 / T - 1 / T_hold))


ramp_hours = 2 * quad(rate_ratio, 300.0, T_hold)[0] / ramp
temperature_error = 2.0
temperature_shift = 100 * (rate_ratio(T_hold + temperature_error) - 1)
end_leak = erfc(HALF_LENGTH / (2 * np.sqrt(np.max(eigenvalues) * HOURS)))
to_cm2_s = constants.micro ** 2 / constants.hour / constants.centi ** 2

# ---------- printed numbers ----------
print(f"anneal time: {HOURS:.0f} h; half-length: {HALF_LENGTH:.0f} um")
show("mean composition (A, B)", mean, "at.%", 1)
show("steps dC, one couple per column", steps, "at.%", 1)
show("D put in", D_true, "um^2/h", 1)
show("eigenvalues of D", np.sort(eigenvalues), "um^2/h", 2)
show("root of D from theory", root_true, "um/h^0.5", 4)
show("planes found (true 137)", planes, "um", 3)
show("amounts S from profiles", S, "at.% um", 2)
show("amounts S from theory", S_theory, "at.% um", 2)
show("root recovered", root_rec, "um/h^0.5", 4)
show("D recovered", D_rec, "um^2/h", 3)
show("D recovered", D_rec * to_cm2_s * 1e10, "1e-10 cm^2/s", 4)
print(f"largest error of D, 4 um grid: {error_coarse:.4f} um^2/h")
print(f"largest error of D, 2 um grid: {error_fine:.4f} um^2/h")
print(f"shift of D from 4 to 2 um grid: {grid_shift:.4f} um^2/h")
print(f"largest profile misfit to erf form: {profile_error:.5f} at.%")
show("effective D of A, couples 1 and 2", effective_A, "um^2/h", 2)
show("four components, D put in", D4, "um^2/h", 1)
show("four components, D recovered", D4_rec, "um^2/h", 2)
print(f"four components, largest error: {error4:.4f} um^2/h")
print(f"plane error tried: {plane_error:.0f} um")
show("couple 1, shift of two-sided S", two_sided_shift, "at.% um", 3)
show("couple 1, shift of one-sided S", one_sided_shift, "at.% um", 2)
print(f"end error {end_error:.2f} at.% shifts S_A by: {end_shift:.2f} at.% um")
print(f"point noise: {noise:.2f} at.%; spacing: {spacing:.0f} um; window: {window:.0f} um")
print(f"standard deviation of S: {sigma_S:.2f} at.% um")
show("std of D, formula", sigma_formula, "um^2/h", 2)
show("std of D, 1500 noisy sets", sigma_mc, "um^2/h", 2)
show("nearly parallel steps", steps_parallel, "at.%", 1)
show("std of D, nearly parallel", sigma_parallel, "um^2/h", 2)
show("varying D, full steps", D_var, "um^2/h", 3)
show("varying D, half steps", D_half, "um^2/h", 3)
print(f"root error ratio, full to half steps: {order_ratio:.3f}")
show("varying D, couple 2 mean off by (1,1) at.%", D_off, "um^2/h", 3)
print(f"misfit of first-order offset law: {100 * offset_mismatch:.2f} %")
print(f"probe blur {probe_blur:.1f} um adds to D: {probe_shift:.5f} um^2/h")
show("volume slopes (rough)", 100 * volume_slope, "% per at.%", 2)
print(f"largest shift of D from molar volume: {volume_shift:.3f} um^2/h")
print(f"hold: {T_hold:.0f} K; activation energy (rough): {activation:.1f} eV")
print(f"ramp rate: {ramp:.0f} K/h; both ramps equal {ramp_hours:.3f} h at hold")
print(f"D rise from ramps: {100 * ramp_hours / HOURS:.3f} %")
print(f"D change for {temperature_error:.0f} K error: {temperature_shift:.2f} %")
print(f"erfc at specimen end, fastest mode: {end_leak:.1e}")
print("no test failed")
```

Running it gives:

```
anneal time: 100 h; half-length: 800 um
mean composition (A, B): [6.0 10.0] at.%
steps dC, one couple per column: [4.0 -2.0; 2.0 6.0] at.%
D put in: [50.0 18.0; 12.0 30.0] um^2/h
eigenvalues of D: [22.22 57.78] um^2/h
root of D from theory: [6.9696 1.4616; 0.9744 5.3456] um/h^0.5
planes found (true 137): [137.000 137.000] um
amounts S from profiles: [173.78 -29.17; 82.31 169.96] at.% um
amounts S from theory: [173.78 -29.17; 82.31 169.96] at.% um
root recovered: [6.9696 1.4616; 0.9744 5.3456] um/h^0.5
D recovered: [50.000 18.000; 12.000 30.000] um^2/h
D recovered: [1.3889 0.5000; 0.3333 0.8333] 1e-10 cm^2/s
largest error of D, 4 um grid: 0.0000 um^2/h
largest error of D, 2 um grid: 0.0000 um^2/h
shift of D from 4 to 2 um grid: 0.0000 um^2/h
largest profile misfit to erf form: 0.00065 at.%
effective D of A, couples 1 and 2: [59.30 6.68] um^2/h
four components, D put in: [54.0 25.0 16.0; 23.0 40.0 14.0; 12.5 12.0 26.0] um^2/h
four components, D recovered: [54.00 25.00 16.00; 23.00 40.00 14.00; 12.50 12.00 26.00] um^2/h
four components, largest error: 0.0000 um^2/h
plane error tried: 10 um
couple 1, shift of two-sided S: [0.726 0.395] at.% um
couple 1, shift of one-sided S: [-19.27 -9.61] at.% um
end error 0.01 at.% shifts S_A by: 4.00 at.% um
point noise: 0.10 at.%; spacing: 4 um; window: 1596 um
standard deviation of S: 3.99 at.% um
std of D, formula: [2.26 1.45; 1.99 1.27] um^2/h
std of D, 1500 noisy sets: [2.27 1.43; 2.04 1.30] um^2/h
nearly parallel steps: [4.0 4.0; 2.0 3.0] at.%
std of D, nearly parallel: [8.00 11.51; 6.93 9.84] um^2/h
varying D, full steps: [50.040 17.961; 11.989 30.013] um^2/h
varying D, half steps: [50.010 17.990; 11.997 30.003] um^2/h
root error ratio, full to half steps: 3.999
varying D, couple 2 mean off by (1,1) at.%: [49.182 19.623; 11.552 30.858] um^2/h
misfit of first-order offset law: 0.02 %
probe blur 0.5 um adds to D: 0.00125 um^2/h
volume slopes (rough): [0.15 0.10] % per at.%
largest shift of D from molar volume: 0.312 um^2/h
hold: 1473 K; activation energy (rough): 2.8 eV
ramp rate: 600 K/h; both ramps equal 0.205 h at hold
D rise from ramps: 0.205 %
D change for 2 K error: 3.04 %
erfc at specimen end, fastest mode: 9.9e-14
no test failed
```
